# Inverse-rule plane waves for phonon bands of sharp superlattices

A sound wave that keeps its phase over several periods of a multilayer sees the stack as a crystal. Its frequencies form bands, and reflections from successive interfaces open gaps. In a stack of 4 nm cobalt and 6 nm gadolinium the first gap lies near 0.2 THz. At each interface the displacement and the stress are continuous, but the strain jumps, because the same stress stretches the softer metal more. A plane-wave calculation must represent this jump with smooth functions. How fast it converges depends on which matrix stands for the stiffness.

## Model and exact reference

Take longitudinal motion along the layer normal, bonded layers, and a normal that is a symmetry axis of each layer, so that shear does not couple. With stiffness $C(x)$, density $\rho(x)$, period $L$ and time factor $e^{-i\omega t}$,

$$(Cu')'=-\omega^2\rho u,\qquad \sigma=Cu',\qquad u(x+L)=e^{iqL}u(x).$$

Put $\tau=\sigma/\omega$, $v=\sqrt{C/\rho}$ and $Z=\sqrt{C\rho}$. Inside a layer $u'=\omega\tau/C$ and $\tau'=-\omega\rho u$. The solution starting from $(u_0,\tau_0)$ is $u=u_0\cos(\omega x/v)+(\tau_0/Z)\sin(\omega x/v)$, since $C/v=Z$. A layer of thickness $d$ and phase $\varphi=\omega d/v$ therefore has the transfer matrix

$$T=\begin{pmatrix}\cos\varphi & \sin\varphi/Z\\ -Z\sin\varphi&\cos\varphi\end{pmatrix},\qquad \det T=1.$$

The matrix $T_BT_A$ of one period has unit determinant and Bloch eigenvalues $e^{\pm iqL}$, so its trace is $2\cos qL$. Multiplying out, with phases $a$ and $b$ in layers A and B,

$$\cos qL=\cos a\cos b-\tfrac12\left(\frac{Z_A}{Z_B}+\frac{Z_B}{Z_A}\right)\sin a\sin b .$$

Its roots are the exact bands of this continuum model. They serve as the reference below.

## The two plane-wave schemes

Let $k_n=q+2\pi n/L$, $|n|\le N$, $K=\mathrm{diag}(k_n)$ and $u=\sum_n u_ne^{ik_nx}$. The matrix $[[f]]_{mn}=f_{m-n}$ contains the Fourier coefficients of a periodic profile. With the origin in the middle of layer A and $\eta=d_A/L$, integration over the two layers gives

$$f_0=\eta f_A+(1-\eta)f_B,\qquad f_m=(f_A-f_B)\frac{\sin(\pi m\eta)}{\pi m}.$$

The direct rule computes stress as $\sigma=[[C]]\,iKu$. Since $-\sigma'$ becomes $-iK\sigma$, the wave equation becomes

$$K[[C]]Ku=\omega_N^2[[\rho]]u .$$

The inverse rule expands the relation $u'=\sigma/C$ instead: $iKu=[[1/C]]\sigma$. Solving for $\sigma$ gives

$$K[[1/C]]^{-1}Ku=\omega_N^2[[\rho]]u .$$

The two would agree without truncation. At finite $N$ they differ, although the matrices have the same size.

```
input: C, rho, d of layers A and B; N; list of q
S = Toeplitz matrix of the coefficients of 1/C
R = Toeplitz matrix of the coefficients of rho
F = inverse(S)                     # once, independent of q
for each q:
    k[n] = q + 2*pi*n/L,  n = -N..N
    A[m,n] = k[m]*F[m,n]*k[n]
    solve A u = lambda R u         # Hermitian, R positive
    omega = sqrt(lowest lambda)
repeat with larger N until the wanted bands are stable
```

## Why the direct rule is slow

Define, over one period, $a(f,g)=\int Cf'^*g'\,dx$ and $m(f,g)=\int\rho f^*g\,dx$. Integration by parts gives $a(f,u)=\omega^2m(f,u)$ for every Bloch function $f$; the interface terms cancel because $\sigma$ is continuous. The direct rule imposes the same equation within the truncated space. With $e=u_N-u$, all terms containing the exact $u$ cancel, and

$$a(e,e)-\omega^2m(e,e)=(\omega_N^2-\omega^2)\,m(u_N,u_N).\tag{1}$$

The direct rule is thus a Rayleigh–Ritz method, and each of its frequencies is an upper bound.

Let $P$ keep the waves $|n|\le N$ and let $Q=1-P$. If $u'$ jumps by $J_j$ at $x_j$, integration by parts over the smooth pieces gives

$$(u')_n=\frac{1}{ik_nL}\sum_jJ_je^{-ik_nx_j}+O(n^{-2}).$$

Parseval's theorem now gives the missing strain. The cross term between the two interfaces oscillates with $n$ and contributes only at order $N^{-2}$. The diagonal terms contain $\sum_{|n|>N}k_n^{-2}\simeq 2(L/2\pi)^2/N$, hence

$$\int|Qu'|^2dx\simeq\frac{L}{2\pi^2N}\sum_j|J_j|^2 .\tag{2}$$

For band 3 of the example at $N=40$, the directly integrated missing strain is 0.994 times this estimate.

Since $u_N$ has no omitted waves, $Qe'=-Qu'$, and $a(e,e)\ge C_{\min}\int|Qu'|^2dx$. It remains to show that the kinetic term in (1) cannot cancel this. Scale $u$ so that $m(u,e)=0$, and let $z$ solve $a(f,z)-\omega^2m(f,z)=m(f,e)$ for all $f$, which is possible for an isolated band. Choose $f=e$ and split $z=Pz+Qz$. The equation for $u_N$ turns the $Pz$ part into a term of size $|\omega_N^2-\omega^2|\,\|e\|$, which by (1) is at most of order $\|e'\|^2\|e\|$. The stress $Cz'$ is continuous, so $z$ has at worst strain jumps, and $\|Qz'\|\le cN^{-1/2}\|e\|$. Therefore

$$\|e\|\le c\,(N^{-1/2}+\|e'\|)\,\|e'\| .$$

The Ritz field of an isolated band converges, $\|e'\|\to0$, so the kinetic term is asymptotically negligible. If the strain jumps at one interface or both, the error is therefore at least of order $1/N$.

It is also at most of that order. Use the truncated exact fields of the lowest bands as trial functions. Their omitted elastic energies are $O(1/N)$ by (2). Cross terms contain $\int\rho u_i^*Qu_l\,dx$, a product of $\|Q\rho u_i\|=O(N^{-1/2})$ and $\|Qu_l\|=O(N^{-3/2})$, and are smaller. The min–max principle then gives $\omega_N^2-\omega^2=O(1/N)$.

## Why the inverse rule is faster

The inverse rule truncates $u$ and $\sigma$, which are both continuous. Set $s=i\sigma/\omega$. Then $iu'=\omega s/C$ and $is'=-\sigma'/\omega=\omega\rho u$, or

$$Dw=\omega Mw,\quad w=\binom us,\quad D=\begin{pmatrix}0&i\partial_x\\ i\partial_x&0\end{pmatrix},\quad M=\begin{pmatrix}\rho&0\\0&1/C\end{pmatrix}.$$

In plane waves $i\partial_x$ becomes $-K$. The truncated equations are $-Ks=\omega_N[[\rho]]u$ and $-Ku=\omega_N[[1/C]]s$; eliminating $s$ returns the inverse rule.

Evaluate $\langle w,Dw_N\rangle$ twice. Since $D$ is Hermitian on continuous Bloch fields, it equals $\omega\langle w,Mw_N\rangle$. Since $D$ does not mix plane waves of different $n$, $Dw_N$ stays in the truncated space, and the same quantity equals $\omega_N\langle Pw,Mw_N\rangle$. Subtracting $\omega\langle Pw,Mw_N\rangle$ from both,

$$(\omega_N-\omega)\langle Pw,Mw_N\rangle=\omega\langle Qw,Mw_N\rangle.\tag{3}$$

Write $w_N=w-Qw+\delta$ with $\delta=w_N-Pw$. Using $\omega Mw=Dw$, the right side becomes

$$\langle Qw,DQw\rangle+\omega\langle Qw,M(\delta-Qw)\rangle .$$

Kinks in $u$ and $s$ give coefficients of order $n^{-2}$, so $\|Qw\|^2=O(\sum_{n>N}n^{-4})=O(N^{-3})$. The correction obeys

$$P(D-\omega M)\delta=(\omega_N-\omega)PMw_N-\omega PMQw .$$

This system is stable. Multiplication by $(D+i)^{-1}$ turns its left side into $[1-P(D+i)^{-1}(\omega M+i)]\delta$. Because $(D+i)^{-1}$ decays as $1/|k_n|$, the truncated operator converges in norm to the untruncated one, whose null vector for an isolated band is $w$ alone. With $w_N$ scaled to remove that component from $\delta$, $\|\delta\|\le c(|\omega_N-\omega|+\|Qw\|)$. Equation (3) gives $|\omega_N-\omega|\le c\|Qw\|$, so $\|\delta\|\le c\|Qw\|$, and the second term is $O(N^{-3})$.

The first term is $-2L\sum_{|n|>N}k_n\,\mathrm{Re}(u_n^*s_n)$. A bound by absolute values would give only $N^{-2}$. Let $S_j$ be the jumps of $s'$. Two integrations by parts give

$$k_nu_n^*s_n=\frac1{L^2k_n^3}\sum_{jl}J_j^*S_le^{ik_n(x_j-x_l)}+O(n^{-4}).$$

For $j=l$ the leading part is odd in $k_n$; the pair $n,-n$ cancels up to a remainder $O(n^{-4})$ caused by $q$. For $j\ne l$ the phase oscillates with $n$, and summation by parts gains one power of $N$. Both sums are $O(N^{-3})$, and so is the frequency error.

## Ordering and the long-wave limit

Block inversion gives

$$[[1/C]]^{-1}=[[C]]-PCQ(QCQ)^{-1}QCP .$$

The subtracted matrix is non-negative, so an inverse-rule frequency never exceeds the direct-rule frequency of the same band and $N$. This argument does not fix on which side of the exact value it lies, so it does not guarantee an upper bound.

For the acoustic band as $q\to0$, write the truncated equations as $[[1/C]]\sigma=iKu$ and $iK\sigma=-\omega^2[[\rho]]u$. With $u_0$ fixed, $\sigma_0$ and the other $u_n$ are of order $q$. For $n\ne0$, $k_n$ stays finite while $\omega^2\sim q^2$, so $\sigma_n=O(q^2)$: the stress becomes uniform. The $n=0$ equations reduce to $\langle1/C\rangle\sigma_0=iqu_0$ and $iq\sigma_0=-\omega^2\langle\rho\rangle u_0$, whence

$$\left(\frac{\omega}{q}\right)^2=\frac1{\langle1/C\rangle\langle\rho\rangle}.$$

The inverse rule thus has the exact sound speed at any $N$. In the direct rule $([[C]]^{-1})_{00}$ replaces $\langle1/C\rangle$, and the stack is too stiff.

## A cobalt–gadolinium stack

The inputs are rough typical values. Co has 360 GPa and 8.9 g/cm³, Gd 70 GPa and 7.9 g/cm³. The speeds are 6.360 and 2.977 km/s, the impedances 56.60 and 23.52 in $10^6$ kg/(m² s). The Bloch phase is fixed at $qL=0.6\pi$ unless stated.

The lowest exact root is 0.10364 THz, or $\omega=0.6512$ rad/ps. The layer phases are $a=0.6512\times4/6.360=0.4096$ and $b=0.6512\times6/2.977=1.312$. The impedance factor is $\tfrac12(2.406+0.416)=1.411$. The right side of the dispersion relation is $0.234-1.411\times0.385=-0.309$, which is $\cos0.6\pi$. The four lowest bands lie at 0.104, 0.261, 0.493 and 0.655 THz (0.43, 1.08, 2.04 and 2.71 meV).

Errors relative to the exact band 3 are:

| $N$ | direct (%) | inverse (%) |
|---|---|---|
| 5 | 3.00 | 0.046 |
| 10 | 1.49 | 0.0060 |
| 20 | 0.75 | 0.00077 |
| 40 | 0.38 | 0.00010 |

Doubling $N$ halves the first error and, for these $N$, divides the second by about eight. The tabulated $N$ are multiples of 5 and share one phase of the oscillating interface term; for other $N$ the inverse-rule factor scatters around eight, between about 4 and 13 over the four bands. Orders fitted between $N=20$ and 80, using the largest error in five successive $N$ to average over the oscillation, are 0.98–1.00 and 2.85–2.98 for the four bands. All four bands are within 1 % from $N=15$ with the direct rule and from $N=3$ with the inverse rule, that is, with 31 and 7 waves. The inverse rule is the more accurate one in all four bands at every $N$ tried, from 2 to 84. If the $1/N$ law is extrapolated, the direct rule would need $N\approx10\times1.49/0.0060\approx2500$ to match the inverse rule at $N=10$ in band 3.

The gap at $qL=\pi$ suffers more than single frequencies. It runs from 0.1487 to 0.2182 THz, a width of 0.0696 THz (0.288 meV). At $N=10$ the direct rule raises the lower edge by 0.5 % and the upper by 1.8 %, so its width, 0.0728 THz, is 4.6 % too large. The inverse rule gives 0.0696 THz.

For long waves, $\langle1/C\rangle=0.4/360+0.6/70=0.00968$ GPa⁻¹ and $\langle\rho\rangle=8.3$ g/cm³, so the speed is 3.53 km/s. The inverse rule agrees already at $N=1$; the direct rule gives 3.70 km/s at $N=1$ and 3.56 km/s at $N=10$.

## Conditions and failure modes

**No stiffness jump.** With equal stiffnesses the rules coincide. The strain is then continuous, its coefficients fall as $n^{-2}$, and the missing elastic energy is $O(N^{-3})$. A cell with density ratio 4:1 and uniform stiffness gives direct-rule orders of 2.93–3.00.

**Inverting the density too.** In $\rho u$ the factor $u$ is continuous, so the direct product is appropriate. The block formula shows that $[[1/\rho]]^{-1}$ removes mass of order $\|Q\rho u\|^2\sim1/N$. In the same density-only cell this lowers the order to 0.98–1.01.

**Stress nodes at the interfaces.** The strain jump is $\sigma$ times the difference of compliances and vanishes with $\sigma$. If each layer holds half a wavelength, $\sin a=\sin b=0$, and two modes are degenerate at $q=0$: one has zero stress at both interfaces, the other zero displacement. Mirror symmetry separates them. For stiffness ratio 4:1, equal densities and thicknesses $2/3$ and $1/3$, the direct rule converges with order 2.98 for the first and 1.01 for the second.

**Graded interfaces.** A linear stiffness ramp makes the strain continuous. Once the shortest wavelength resolves the ramp, the strain coefficients fall as $n^{-2}$ and the direct rule becomes third order. With 1 nm ramps of stiffness and density in the Co/Gd stack, its band 4 error falls by a factor of 7.9 between $N=40$ and 80, against 2.0 for sharp interfaces. The $1/N$ law of the direct rule therefore belongs to sharp interfaces. A ramp follows it approximately only while it is much narrower than the shortest wavelength. The inverse rule gains too: with both profiles continuous, the coefficients of $u$ and $s$ fall as $n^{-3}$, so $\|Qw\|^2=O(N^{-5})$ and the terms $k_nu_n^*s_n$ are of order $n^{-5}$, with the same cancellations as before. Its error is then $O(N^{-5})$, an estimate not tested numerically here.

**Inverting before truncating.** The inverse of the infinite compliance matrix is the infinite stiffness matrix. Inverting a much larger matrix and then cutting out the central block therefore leads back towards the direct rule. The matrix to invert must have the final size.

**Vanishing stiffness.** A layer with $C=0$ has infinite compliance, and the scheme as written cannot be used.

## Cost and numerical stability

Let $n=2N+1$. Storage is $O(n^2)$; a dense inversion and a dense diagonalization each take $O(n^3)$ operations. The inversion is done once for all $q$, so the added cost per band point falls with the number of Bloch phases.

The inversion is well conditioned. For any vector, the quadratic form of $[[1/C]]$ is an average of $1/C$ weighted by the squared modulus of a trigonometric sum. Its eigenvalues therefore lie between $1/C_{\max}$ and $1/C_{\min}$, and its condition number is at most $C_{\max}/C_{\min}$, here 5.1, at every $N$.

The eigenproblem is more delicate at small $q$. The largest $\omega^2$ scales as $k_N^2$ and the lowest as $q^2$, so rounding relative to the lowest eigenvalue is amplified by roughly $(k_N/q)^2$. At $N=10$ and $qL=0.01$ this is $4\times10^7$: about eight of sixteen digits remain, before factors from the material contrast. Increasing $N$ further at such $q$ costs digits in this form of the problem. The loss can be avoided. When no $k_n$ vanishes, the inverse rule is equivalent to $K^{-1}[[1/C]]K^{-1}[[\rho]]u=\omega_N^{-2}u$, where the lowest band is the largest eigenvalue; at $N=10$ and $qL=0.01$ it is then obtained to machine precision.

## What accuracy is useful in a real stack

The model assumes crystalline layers with their hexagonal axes along the normal and abrupt interfaces. Real films may be polycrystalline and intermixed. With the interface profile assumed next, intermixing is the largest effect sized here. Ramps 1 nm wide, linear in stiffness and density, raise the four frequencies by 2.3–4.8 %. The sign has a simple origin in long waves. The mean compliance of a ramp is $\ln(360/70)/290=0.0056$ GPa⁻¹, against 0.0085 GPa⁻¹ for the two half-layers it replaces. Two ramps per period lower $\langle1/C\rangle$ by 6 % and raise the speed by 3 %, close to the 2.8 % found in band 1. A ramp of the same width linear in compliance leaves the long-wave speed unchanged and shifts the four bands by only $+0.07$, $+0.02$, $-0.18$ and $-0.68$ %, so the shape of the interface matters as well as its width.

An assumed 5 % softening of Gd, standing for a change of temperature, lowers the bands by 1.8–2.3 %. Atomic planes, represented by a chain with nearest-plane springs, spacings of 0.20 and 0.30 nm, and an interface spring made of the two half-springs in series, lower band 4 by 0.6 % and band 1 by 0.003 %. These values depend on the assumed interface bond: with the geometric or arithmetic mean of the two springs at the interface, all four bands rise instead, by 0.3–1.3 % or 0.9–2.2 %. For damping, replace $C$ in Gd by $C(1-i\gamma)$ with an assumed $\gamma=0.02$. Because $\omega^2=a(u,u)/m(u,u)$ is stationary, to first order $2\,\delta\omega/\omega=-i\gamma g$, where $g$ is the share of elastic energy in Gd. The full width of the intensity line is then $2|\mathrm{Im}\,\omega|=\gamma g\,\omega$; the computed widths are 1.4–1.8 % of the frequency.

For these inputs, the direct rule at $N=10$ has errors of 0.8–1.5 %, comparable with several of these physical effects and able to mask them. The inverse rule at $N=5$ is within 0.05 % in all four bands at this Bloch phase, and reaches about 0.06 % at $qL=0.1\pi$ and $0.9\pi$. Further waves then improve the solution of the continuum model, but not its description of a real multilayer, where modest changes of interface profile or stiffness shift the bands by a few per cent. The values for the main model choices at $qL=0.6\pi$ are in the numerical output.

## Calculated quantities

```
Co: C = 360 GPa, density = 8.9 g/cm3, d = 4.0 nm
Co: speed = 6.360 km/s, impedance = 56.60 10^6 kg/(m2 s)
Gd: C = 70 GPa, density = 7.9 g/cm3, d = 6.0 nm
Gd: speed = 2.977 km/s, impedance = 23.52 10^6 kg/(m2 s)
Period = 10.0 nm; Bloch phase qL = 0.60 pi
Exact bands 1-4 (THz): 0.10364  0.26101  0.49264  0.65489
Exact bands 1-4 (meV): 0.429  1.079  2.037  2.708
N = 5, direct rule, signed errors of bands 1-4 (%): 1.61e+00  2.94e+00  3.00e+00  1.92e+00
N = 5, inverse rule, signed errors of bands 1-4 (%): 1.58e-03  7.90e-03  4.58e-02  2.95e-02
N = 10, direct rule, signed errors of bands 1-4 (%): 8.22e-01  1.48e+00  1.49e+00  9.45e-01
N = 10, inverse rule, signed errors of bands 1-4 (%): 2.07e-04  1.17e-03  5.98e-03  3.75e-03
N = 20, direct rule, signed errors of bands 1-4 (%): 4.19e-01  7.43e-01  7.53e-01  4.78e-01
N = 20, inverse rule, signed errors of bands 1-4 (%): 2.62e-05  1.60e-04  7.72e-04  4.95e-04
N = 40, direct rule, signed errors of bands 1-4 (%): 2.13e-01  3.73e-01  3.80e-01  2.41e-01
N = 40, inverse rule, signed errors of bands 1-4 (%): 3.28e-06  2.09e-05  9.84e-05  6.48e-05
N = 80, direct rule, signed errors of bands 1-4 (%): 1.07e-01  1.87e-01  1.92e-01  1.21e-01
N = 80, inverse rule, signed errors of bands 1-4 (%): 4.09e-07  2.67e-06  1.24e-05  8.33e-06
Fitted order, direct rule, bands 1-4: 0.98  1.00  0.99  0.99
Fitted order, inverse rule, bands 1-4: 2.89  2.85  2.98  2.95
N for 1 % in all four bands: direct 15, inverse 3
Inverse rule better in all four bands from N = 2 to 84
Inverse rule, band 4 shift from N = 40 to 80: -5.65e-05 %
First gap, exact: 0.14867 to 0.21823 THz, width 0.06956 THz
First gap, direct (N = 10): 0.14941 to 0.22218 THz, width 0.07277 THz
First gap, inverse (N = 10): 0.14867 to 0.21824 THz, width 0.06957 THz
Exact first gap width = 0.288 meV
Long-wave speed: exact 3.5275, inverse N=1 3.5275 km/s
Long-wave speed: direct N=1 3.7008, N=10 3.5605 km/s
Band 3, N = 40: missing strain norm / jump estimate = 0.9937
Density contrast only, order of direct rule: 3.00  2.93  2.93
Same with inverted density matrix: 0.98  1.00  1.01
Half-wave pair, direct orders (stress-free, other): 2.98  1.01
Direct error ratio N=40/N=80, band 4: sharp 1.99, graded 7.92
Plane spacings in chain: Co 0.20, Gd 0.30 nm
Shift by atomic planes, bands 1-4 (%): -0.003  -0.086  -0.343  -0.616
Shift by 1.0 nm grading, bands 1-4 (%): 2.812  4.819  4.515  2.321
Shift by 5 % softer Gd, bands 1-4 (%): -2.313  -2.131  -2.077  -1.760
Relative full width for Gd loss factor 0.02, bands 1-4 (%): 1.821  1.672  1.626  1.376
```
